**Global energy minimisation of N harmonic layers and one cleavable plane**

The program tests the peak stress \(\sigma_{\rm pk}\simeq\sqrt{2G/(N/K+1/k_0)}\), which scales as \(N^{-1/2}\) at large \(N\). Here \(G\) is the work of separation, \(K\) the stiffness per area of each layer and \(k_0\) the initial stiffness of the cleavable plane. It minimises the energy numerically and asserts the upper bound \(\sqrt{2KG/N}\), the exponent, the leading corrections for two cohesive laws and the onset of the decrease. It also asserts that explicit minimisation over all layer openings agrees with the reduced energy, and that the area under the stress–opening curve is \(G\). For rough germanium-like parameters, the peak falls from 2.54 GPa at \(N=300\) to 0.254 GPa at \(N=30000\). Following the local minimum instead gives about 11.5 GPa for both stacks tried, \(N=30\) and \(N=300\). In a row of laterally coupled columns, an existing crack advances at 1.05 times the jump opening and retreats at 0.95 times, while an uncracked row stays intact at 1.05. The output also sizes layer anharmonicity, the barrier to uniform opening, the thermal energy scale and the effect of a 20% lower \(G\).

## Numerical check

```python
# RESULT UNDER TEST
# N harmonic layers (stiffness K per area) in series with one cleavable plane
# (energy phi, work of separation G, initial stiffness k0), total opening fixed.
# Global energy minimisation gives an effective peak stress
#     sigma_pk ~ sqrt(2 G / (N/K + 1/k0)),  i.e. ~ N**(-1/2) at large N.
# Reduced units: energy per area in G, length in l = sqrt(G/k0), stress in G/l.
# S = N k0 / K is the reduced compliance of the layers; u is the opening of the
# cleavable plane; "total" is the opening of the whole stack.
import numpy as np
from scipy import constants as sc
from scipy.integrate import trapezoid
from scipy.optimize import minimize, minimize_scalar, brentq


class Law:
    """Cohesive law of the single plane: energy, slope, opening at peak slope."""
    def __init__(self, energy, slope, u_peak):
        self.energy, self.slope, self.u_peak = energy, slope, u_peak
        self.strength = float(slope(u_peak))


binding = Law(lambda u: 1 - (1 + u) * np.exp(-u), lambda u: u * np.exp(-u), 1.0)
algebraic = Law(lambda u: u**2 / (2 + u**2), lambda u: 4 * u / (2 + u**2)**2,
                np.sqrt(2 / 3))
snapping = Law(lambda u: np.minimum(u**2 / 2, 1.0), lambda u: u, np.sqrt(2))


def global_minimum(law, S, total):
    """Opening u and energy of the lowest minimum at fixed total opening."""
    def energy(u):
        return (total - u)**2 / (2 * S) + law.energy(u)
    grid = np.linspace(0, min(total, 12.0), 3001)
    if total > 12.0:
        grid = np.concatenate([grid, np.geomspace(12.0, total, 400)[1:]])
    e = energy(grid)
    padded = np.concatenate([[np.inf], e, [np.inf]])
    wells = np.where((e <= padded[:-2]) & (e <= padded[2:]))[0]
    best = (0.0, np.inf)
    for i in wells:
        a, b = grid[max(i - 1, 0)], grid[min(i + 1, len(grid) - 1)]
        r = minimize_scalar(energy, bounds=(a, b), method="bounded",
                            options={"xatol": 1e-11})
        if r.fun < best[1]:
            best = (float(r.x), float(r.fun))
    return best


def peak_state(law, S):
    """Peak stress of the globally minimised stack, total opening there, and u.
    u grows monotonically with the total opening and the slope of the law grows
    up to u_peak, so the peak sits at the last state with u <= u_peak."""
    lo, hi = 0.0, S * law.strength + law.u_peak + 1.0
    for _ in range(60):
        mid = 0.5 * (lo + hi)
        if global_minimum(law, S, mid)[0] <= law.u_peak:
            lo = mid
        else:
            hi = mid
    u = global_minimum(law, S, lo)[0]
    return float(law.slope(u)), lo, u


# --- explicit minimisation over every layer opening against the reduced energy
rng = np.random.default_rng(1)
n_layers, k_layer = 20, 1.6
reduction_error = 0.0
for total in (3.0, 8.0):
    def stack_energy(d):
        u = total - d.sum()
        value = 0.5 * k_layer * (d @ d) + binding.energy(u)
        return value, k_layer * d - binding.slope(u)
    runs = []
    for share in (0.0, 0.3, 0.6, 1.0):
        start = (1 - share) * total * rng.dirichlet(np.ones(n_layers))
        runs.append(minimize(stack_energy, start, jac=True, method="BFGS",
                             options={"gtol": 1e-8}))
    best = min(runs, key=lambda r: r.fun)
    reduced = global_minimum(binding, n_layers / k_layer, total)[1]
    reduction_error = max(reduction_error, abs(best.fun - reduced))
    assert np.ptp(best.x) < 1e-5
assert reduction_error < 1e-8

# --- peak stress for three laws: bound, exact case, corrections, exponent
numbers = [3, 10, 30, 300, 3000, 30000]
peaks = {n: peak_state(binding, float(n)) for n in numbers}
for n in numbers:
    assert peaks[n][0] < np.sqrt(2 / n)
for S in (5.0, 40.0, 1000.0):
    assert peak_state(algebraic, S)[0] < np.sqrt(2 / S)
    assert abs(peak_state(snapping, S)[0] / np.sqrt(2 / (S + 1)) - 1) < 1e-5
exponent = np.log(peaks[30000][0] / peaks[300][0]) / np.log(100)
assert abs(exponent + 0.5) < 0.002
s0 = np.sqrt(2 / 301)
shift_binding = peaks[300][0] / s0 - 1
assert abs(shift_binding + s0**3 / 3) < s0**4
S_alg = 1000.0
shift_algebraic = peak_state(algebraic, S_alg)[0] / np.sqrt(2 / (S_alg + 1)) - 1
assert abs(shift_algebraic + 1 / (2 * (S_alg + 1))) < 5 / S_alg**2

# --- onset of the decrease: equal-area jump that starts at the peak slope
def area_mismatch(u2):
    mean_stress = 0.5 * (binding.slope(1.0) + binding.slope(u2))
    return binding.energy(u2) - binding.energy(1.0) - mean_stress * (u2 - 1)


u_after = brentq(area_mismatch, 3.0, 5.0)
S_onset = (u_after - 1) / (binding.slope(1.0) - binding.slope(u_after))
assert S_onset > np.exp(2)
assert abs(peak_state(binding, 0.97 * S_onset)[2] - 1) < 1e-5
assert peak_state(binding, 1.03 * S_onset)[2] < 1 - 1e-3

# --- scaled energy tends to min(x^2, 1)
deviation = {}
for n in (30, 300, 3000):
    crossing = np.sqrt(2 * (n + 1))
    deviation[n] = max(abs(global_minimum(binding, n, x * crossing)[1]
                           - min(x * x, 1)) for x in np.linspace(0.05, 2, 79))
    assert deviation[n] < np.sqrt(2 / (n + 1))**3
assert deviation[30] > deviation[300] > deviation[3000]

# --- area under the effective stress-opening curve equals G
jump = peaks[30][1]
area = 0.0
for a, b in ((1e-6, jump), (jump + 1e-8, 40.0)):
    x = np.linspace(a, b, 500)
    y = [binding.slope(global_minimum(binding, 30.0, t)[0]) for t in x]
    area += trapezoid(y, x)
assert abs(area - 1) < 1e-3

# --- following the local minimum instead: peak stays at the plane's strength
def followed_peak(S):
    u, highest = 0.0, 0.0
    for total in np.arange(0.05, S * binding.strength + 3, 0.05):
        trial = u
        for _ in range(30):
            curvature = (1 - trial) * np.exp(-trial) + 1 / S
            if curvature <= 0:
                return highest
            step = (binding.slope(trial) - (total - trial) / S) / curvature
            trial -= step
            if abs(trial - u) > 0.3:
                return highest
            if abs(step) < 1e-12:
                break
        u = trial
        highest = max(highest, binding.slope(u))
    return highest


local_peaks = {n: followed_peak(float(n)) for n in (30, 300)}
for value in local_peaks.values():
    assert abs(value - binding.strength) < 1e-3

# --- row of columns with lateral coupling: does an existing crack advance?
def relax_row(total, S, cracked, coupling=10.0, sites=400, dt=0.04):
    u = np.zeros(sites)
    if cracked:
        u[:sites // 2] = total
    for step in range(22500):
        if step == 7500:
            early = int(np.sum(u > total / 2))
        bond = coupling * np.diff(u)
        force = (total - u) / S - u * np.exp(-u)
        force[:-1] += bond
        force[1:] -= bond
        u += dt * force
    return int(np.sum(u > total / 2)) - early, float(u.max())


advance_above = relax_row(1.05 * jump, 30.0, True)[0]
advance_below = relax_row(0.95 * jump, 30.0, True)[0]
intact_opening = relax_row(1.05 * jump, 30.0, False)[1]
assert advance_above > 3 and advance_below < -3
assert intact_opening < 1.0

# --- all N+1 planes obey the same anharmonic law
def anharmonic_peak(n):
    def difference(u):
        total = (n + 1) * u
        cleaved = minimize_scalar(
            lambda v: n * binding.energy(v) + binding.energy(total - n * v),
            bounds=(0, u / 2), method="bounded", options={"xatol": 1e-12}).fun
        return (n + 1) * binding.energy(u) - cleaved
    guess = np.sqrt(2 / (n + 1))
    return binding.slope(brentq(difference, 0.7 * guess, 1.5 * guess))


shift_layers = anharmonic_peak(300) / s0 - 1
assert abs(shift_layers + 2 * s0 / 3) < s0**2

# --- germanium (111) regime; rough inputs; 1 J/m^2 = 1 GPa nm
modulus, period, work = 160.0, 0.33, 2.0
stiffness = modulus / period
length = np.sqrt(work / stiffness)
stress_unit = work / length
main_peak, main_total, main_u = peaks[300]
u = np.linspace(main_u, main_total, 20001)
profile = (main_total - u)**2 / 600 + binding.energy(u)
barrier = (profile.max() - profile[0]) * work
stored = profile[0] * work
atom_area = 3 * np.sqrt(3) / 4 * period**2
to_ev = 1e-18 / sc.e
thermal = sc.k * 300 / sc.e
low_work = 0.8 * work
low_peak = low_work / np.sqrt(low_work / stiffness) * main_peak
main_gpa = main_peak * stress_unit

print("INPUTS (rough, germanium (111) regime)")
print(f"uniaxial-strain modulus C = {modulus:.0f} GPa")
print(f"layer period h = {period:.2f} nm")
print(f"work of separation G = {work:.1f} J/m^2")
print(f"layer stiffness K = k0 = {stiffness:.1f} GPa/nm")
print(f"decay length l = {length:.4f} nm")
print(f"strength of the single plane = {binding.strength*stress_unit:.2f} GPa")
print("PEAK STRESS, GLOBAL MINIMUM: N, N*h (nm), minimised, formula (GPa)")
for n in numbers:
    formula = np.sqrt(2 * work * stiffness / (n + 1))
    print(f"{n:6d} {n*period:9.2f} {peaks[n][0]*stress_unit:9.4f} {formula:9.4f}")
print(f"exponent from N=300 to 30000 = {exponent:.5f}")
print("GENERAL TESTS (reduced units)")
print(f"explicit layers minus reduced energy = {reduction_error:.1e} G")
print(f"onset compliance S = {S_onset:.3f}")
print(f"bistability limit e^2 = {np.exp(2):.3f}")
print(f"opening after onset jump = {u_after:.3f} l")
print(f"N=300 reduced peak s0 from formula = {s0:.5f}")
print(f"N=300 shift, minimised = {shift_binding:.3e}")
print(f"N=300 shift, -s0^3/3 = {-s0**3/3:.3e}")
print(f"algebraic tail S=1000 shift, minimised = {shift_algebraic:.3e}")
print(f"algebraic tail S=1000 shift, formula = {-1/(2*(S_alg+1)):.3e}")
for n in deviation:
    print(f"N={n}: max deviation from min(x^2,1) = {deviation[n]:.2e}")
print(f"area under stress curve, N=30 = {area:.5f} G")
for n in local_peaks:
    print(f"local minimum followed, N={n}: {local_peaks[n]*stress_unit:.2f} GPa")
print(f"crack front at 1.05 of jump opening, N=30: {advance_above:+d} sites")
print(f"crack front at 0.95 of jump opening, N=30: {advance_below:+d} sites")
print(f"uncracked row at 1.05: largest opening = {intact_opening:.3f} l")
print("MAIN CASE N=300")
print(f"total opening at the jump = {main_total*length:.3f} nm")
print(f"layer strain at the peak = {100*main_gpa/modulus:.2f} %")
print(f"energy stored at the jump = {stored:.4f} J/m^2")
print("NEGLECTED EFFECTS, N=300")
print(f"anharmonic layers shift the peak by {100*shift_layers:.2f} %")
print(f"leading estimate -2 s0/3 = {-200*s0/3:.2f} %")
print(f"uniform-opening barrier = {barrier:.3f} J/m^2")
print(f"area per surface atom = {atom_area:.4f} nm^2")
print(f"barrier per surface atom = {barrier*atom_area*to_ev:.3f} eV")
print(f"kT at 300 K = {thermal:.4f} eV")
print(f"kT / (G per surface atom) = {100*thermal/(work*atom_area*to_ev):.2f} %")
print(f"G lower by 20 %: peak changes by {100*(low_peak/main_gpa-1):.1f} %")
print("every check passed")
```

Printed output:

```
INPUTS (rough, germanium (111) regime)
uniaxial-strain modulus C = 160 GPa
layer period h = 0.33 nm
work of separation G = 2.0 J/m^2
layer stiffness K = k0 = 484.8 GPa/nm
decay length l = 0.0642 nm
strength of the single plane = 11.46 GPa
PEAK STRESS, GLOBAL MINIMUM: N, N*h (nm), minimised, formula (GPa)
     3      0.99   11.4558   22.0193
    10      3.30   11.4496   13.2781
    30      9.90    7.8179    7.9096
   300     99.00    2.5378    2.5383
  3000    990.00    0.8039    0.8039
 30000   9900.00    0.2543    0.2543
exponent from N=300 to 30000 = -0.49960
GENERAL TESTS (reduced units)
explicit layers minus reduced energy = 1.1e-16 G
onset compliance S = 9.753
bistability limit e^2 = 7.389
opening after onset jump = 3.688 l
N=300 reduced peak s0 from formula = 0.08151
N=300 shift, minimised = -2.099e-04
N=300 shift, -s0^3/3 = -1.805e-04
algebraic tail S=1000 shift, minimised = -5.016e-04
algebraic tail S=1000 shift, formula = -4.995e-04
N=30: max deviation from min(x^2,1) = 7.84e-03
N=300: max deviation from min(x^2,1) = 1.99e-04
N=3000: max deviation from min(x^2,1) = 5.91e-06
area under stress curve, N=30 = 1.00000 G
local minimum followed, N=30: 11.45 GPa
local minimum followed, N=300: 11.46 GPa
crack front at 1.05 of jump opening, N=30: +59 sites
crack front at 0.95 of jump opening, N=30: -64 sites
uncracked row at 1.05: largest opening = 0.388 l
MAIN CASE N=300
total opening at the jump = 1.576 nm
layer strain at the peak = 1.59 %
energy stored at the jump = 2.0000 J/m^2
NEGLECTED EFFECTS, N=300
anharmonic layers shift the peak by -5.44 %
leading estimate -2 s0/3 = -5.43 %
uniform-opening barrier = 1.223 J/m^2
area per surface atom = 0.1415 nm^2
barrier per surface atom = 1.080 eV
kT at 300 K = 0.0259 eV
kT / (G per surface atom) = 1.46 %
G lower by 20 %: peak changes by -10.6 %
every check passed
```
